# Radiative carrier capture by a defect and the photon density of states

At a photon energy of 2.10 eV, a medium with refractive index 2.370 and group index 2.562 holds 14.4 times as many photon states per unit energy and volume as vacuum does. Yet an electron transition with fixed energy and fixed momentum matrix element, coupled to the macroscopic field, emits only 2.37 times faster there. The density of states enters Fermi's golden rule as a factor, so something else in the rate must fall by a factor of about six. The notes below find that factor, then turn the emission rate into the coefficient for radiative capture of a band electron by a defect.

Hartree atomic units are used in the derivation: $e=\hbar=m_0=4\pi\epsilon_0=1$ and $c=1/\alpha\approx137$. Photon energy and angular frequency are then the same number $\omega$. The example is given in device units.

## 1. Vacuum: states and field strength

Take a periodic cube of volume $V=L^3$. Each allowed wave vector occupies a volume $(2\pi/L)^3$ of $k$ space and carries two polarizations, so the number of modes with wave number below $k$ is

$$N(k)=2\,\frac{4\pi k^3/3}{(2\pi)^3/V}=\frac{Vk^3}{3\pi^2}.$$

The density of states per energy and volume is

$$D(\omega)=\frac1V\frac{dN}{d\omega}=\frac{k^2}{\pi^2}\frac{dk}{d\omega}. \tag{1}$$

In vacuum $k=\omega/c$, and $D=\omega^2/(\pi^2c^3)$.

The rate also needs the field of one photon. For one mode with unit polarization vector $\boldsymbol\varepsilon$, write

$$\mathbf E=i\mathcal E_1\left(\boldsymbol\varepsilon\,a\,e^{i\mathbf k\cdot\mathbf r}-\boldsymbol\varepsilon^*a^\dagger e^{-i\mathbf k\cdot\mathbf r}\right).$$

With $\nu$ photons present, $\langle E^2\rangle=\mathcal E_1^2(2\nu+1)$, so one more photon adds $2\mathcal E_1^2$. The electric energy density is $E^2/8\pi$, and in vacuum the magnetic part is equal to it. The added energy must be $\omega$:

$$2V\,\frac{2\mathcal E_1^2}{8\pi}=\omega\quad\Rightarrow\quad \mathcal E_1^2=\frac{2\pi\omega}{V}.$$

## 2. The same two quantities in a medium

Let the medium be transparent, isotropic and nonmagnetic, with phase index $n_r(\omega)$. Now $k=n_r\omega/c$, and

$$\frac{dk}{d\omega}=\frac{n_g}{c},\qquad n_g=n_r+\omega\frac{dn_r}{d\omega}.$$

Equation (1) becomes

$$D(\omega)=\frac{n_r^2\,n_g\,\omega^2}{\pi^2c^3}. \tag{2}$$

This is the relation between photon density of states, index and transition energy. Without dispersion $n_g=n_r$, and the enhancement over vacuum is $n_r^3$; for the numbers above that would be 13.3 instead of 14.4.

Dispersion also changes the stored energy. To find it, let the field grow slowly, $\mathbf E=\mathrm{Re}[\mathbf A_s(t)e^{-i\omega t}]$, with $\epsilon=n_r^2$. A component shifted by a small frequency $\delta$ sees $\epsilon+\delta\,\epsilon'$, and multiplication by $\delta$ corresponds to $i\,d/dt$ acting on the envelope. Hence

$$\mathbf D_{\rm el}=\mathrm{Re}\left[(\epsilon\mathbf A_s+i\epsilon'\dot{\mathbf A}_s)e^{-i\omega t}\right].$$

Differentiating and dropping $\ddot{\mathbf A}_s$ gives

$$\dot{\mathbf D}_{\rm el}=\mathrm{Re}\left[\left(-i\omega\epsilon\mathbf A_s+(\epsilon+\omega\epsilon')\dot{\mathbf A}_s\right)e^{-i\omega t}\right].$$

The power per volume is $\mathbf E\cdot\dot{\mathbf D}_{\rm el}/4\pi$. In its cycle average the first term is imaginary and drops out, which leaves

$$\frac{1}{8\pi}\frac{d(\omega\epsilon)}{d\omega}\,\mathrm{Re}(\mathbf A_s^*\cdot\dot{\mathbf A}_s)=\frac{1}{16\pi}\frac{d(\omega\epsilon)}{d\omega}\frac{d|\mathbf A_s|^2}{dt}.$$

Since $\langle E^2\rangle=|\mathbf A_s|^2/2$, the stored electric energy density is $\frac{1}{8\pi}\frac{d(\omega\epsilon)}{d\omega}\langle E^2\rangle$. Faraday's law gives $B=kE/\omega$, and the magnetic energy density $c^2B^2/8\pi$ is $n_r^2\langle E^2\rangle/8\pi$. The two coefficients add to

$$\frac{d(\omega n_r^2)}{d\omega}+n_r^2=2n_r^2+2\omega n_r\frac{dn_r}{d\omega}=2n_rn_g.$$

One photon again adds $2\mathcal E_1^2$ to $\langle E^2\rangle$, so

$$\frac{V}{8\pi}\,2n_rn_g\,2\mathcal E_1^2=\omega\quad\Rightarrow\quad\mathcal E_1^2=\frac{2\pi\omega}{n_rn_gV}. \tag{3}$$

Setting both indices to one recovers the vacuum result. The opening puzzle is now resolved: the squared field per photon falls by $n_rn_g=2.370\times2.562=6.07$, and $14.39/6.07=2.37$. The medium has more modes, but each photon has a weaker electric field.

## 3. One carrier and one defect

An electron couples to the vector potential through $(\mathbf p+\mathbf A)^2/2$. The term that emits one photon and moves the electron is $\mathbf A\cdot\mathbf p$. Because $\mathbf E=-\partial\mathbf A/\partial t$, the amplitude of $\mathbf A$ is $\mathcal E_1/\omega$. Where the final orbital is much smaller than the wavelength, $e^{-i\mathbf k\cdot\mathbf r}$ may be replaced by one. With $\mathbf p_{if}=\langle f|\mathbf p|i\rangle$, the squared emission matrix element is

$$|M|^2=\frac{2\pi}{\omega n_rn_gV}\,|\boldsymbol\varepsilon^*\cdot\mathbf p_{if}|^2.$$

For propagation along a unit vector $\mathbf s$, the two polarizations together give $|\mathbf p_{if}|^2-|\mathbf s\cdot\mathbf p_{if}|^2$. The average of $s_is_j$ over directions is $\delta_{ij}/3$, so this sum averages to $2|\mathbf p_{if}|^2/3$, or $|\mathbf p_{if}|^2/3$ per mode. The golden rule for weak coupling, without thermal photons, gives

$$\Gamma=2\pi\,\overline{|M|^2}\,VD
=2\pi\,\frac{2\pi}{\omega n_rn_gV}\,\frac{|\mathbf p_{if}|^2}{3}\,\frac{Vn_r^2n_g\omega^2}{\pi^2c^3},$$

and therefore

$$\boxed{\Gamma=\frac{4n_r\omega}{3c^3}|\mathbf p_{if}|^2.} \tag{4}$$

The group index has cancelled, along with one power of $n_r$.

A second form shows why the power of $\omega$ depends on what is held fixed. For $H=p^2/2+U(\mathbf r)$ with a local potential, $[x,H]=ip_x$. Taking this between eigenstates with $E_i-E_f=\omega$ gives $|\mathbf p_{if}|=\omega|\mathbf r_{if}|$, hence

$$\Gamma=\frac{4n_r\omega^3}{3c^3}|\mathbf r_{if}|^2.$$

For $n_r=1$ this is the vacuum dipole-emission rate. The linear law (4) holds at fixed momentum element and the cubic law at fixed position element; for one pair of eigenstates they are the same rate.

## 4. From a rate to a capture coefficient

Define $C$ by $dn_e/dt=-CN_dn_e$, where $n_e$ is the electron density and $N_d$ the density of defects ready to capture. A volume $V$ contains $n_eV\times N_dV$ pairs. If carriers and defects are dilute, each pair contributes $\Gamma$ independently, and the events per volume and time are $n_eN_dV\Gamma$. Including a spin factor $\eta$,

$$\boxed{C=\eta V\Gamma=\eta\,\frac{4n_r\omega}{3c^3}\,V|\mathbf p_{if}|^2.} \tag{5}$$

The initial wave function is normalized so that its density far from the defect is $1/V$ on average. Then $|\mathbf p_{if}|^2\propto1/V$, and $C$ does not depend on the box. A charged centre changes the incoming wave near the defect, and its Coulomb scattering state must then be used in $\mathbf p_{if}$.

Suppose first that the defect has one empty, nondegenerate orbital. The momentum operator preserves spin, so either incoming spin can be captured and $\eta=1$. If the orbital already holds one electron of random spin, two of the four spin combinations are blocked by the Pauli principle. The other two each contribute the full $|\mathbf p_{if}|^2$, so $\eta=1/2$. A neutral acceptor that has one hole in such an orbital is of this second kind.

## 5. Lattice vibrations and the photon energy

The defect relaxes on capture, so the photon energy is spread over a line. Take one vibration of energy $\hbar\Omega$ in both charge states, with dimensionless coordinate $q$, conjugate momentum $P$ and displacement $q_0$. The Huang–Rhys factor is $S=q_0^2/2$. With $E_{\rm zpl}$ the zero-phonon energy,

$$H_i=E_{\rm zpl}+\tfrac12\hbar\Omega(P^2+q^2),\qquad H_f=\tfrac12\hbar\Omega[P^2+(q-q_0)^2].$$

Their difference is

$$H_i-H_f=E_{\rm zpl}-S\hbar\Omega+\hbar\Omega q_0q.$$

Let $\mathbf p_{if}$ be independent of $q$. A transition from vibrational state $m$ to $l$ then has weight $|\langle l|m\rangle|^2$. Because the final states are complete, the mean photon energy from state $m$, taken with these overlap weights, is $\langle m|H_i-H_f|m\rangle$. The mean of $q$ vanishes, so for every $m$, and hence at any temperature,

$$\bar\omega=E_{\rm zpl}-S\hbar\Omega. \tag{6}$$

Likewise the mean square photon energy is $\langle m|(H_i-H_f)^2|m\rangle$. The thermal mean of $q^2$ is $\tfrac12\coth(\hbar\Omega/2k_BT)$, so the variance is

$$\sigma^2=S(\hbar\Omega)^2\coth\frac{\hbar\Omega}{2k_BT}.$$

At constant index and constant $\mathbf p_{if}$ the rate is linear in $\omega$, so the sum over the line is (4) evaluated at $\bar\omega$. The same factor $\omega$ favours the harder photons, so the mean energy of the photons actually emitted is $\bar\omega+\sigma^2/\bar\omega$, about 0.01 eV above $\bar\omega$ in the example below. For $S=0$ the line collapses to $E_{\rm zpl}$.

## 6. A model for the matrix element

Consider an electron at the conduction-band edge, $\psi_i=u_c(\mathbf r)/\sqrt V$, captured into an acceptor orbital $\psi_f=F(\mathbf r)u_v(\mathbf r)$. The $u$ are periodic band-edge functions whose squared modulus averages to one over a cell, and $F$ is a normalized envelope. If $F$ varies slowly over a cell, the rapidly varying factor can be averaged first:

$$\mathbf p_{if}\approx\frac{\mathbf p_{cv}}{\sqrt V}\int F^*d^3r,\qquad V|\mathbf p_{if}|^2\approx p_{cv}^2\,\mathcal V,\qquad \mathcal V=\left|\int F\,d^3r\right|^2. \tag{7}$$

Here $\mathbf p_{cv}$ is the cell average of $u_v^*\mathbf p u_c$. The Kane energy $E_P=2p_{cv}^2$ specifies its size.

After capture the acceptor is negative, so the orbital is that of a hole attracted by a charge screened by $\epsilon_s$. At depth $E_b$, an s-like envelope $F=u/r$ obeys, outside the core,

$$-\frac{u''}{2m_h}-\frac{u}{\epsilon_sr}=-E_bu.$$

Try $u=r^\nu e^{-\kappa r}$, with $\nu$ now an exponent. Then $u''/u=\kappa^2-2\kappa\nu/r+\nu(\nu-1)/r^2$. Matching the constant and the $1/r$ terms gives

$$\kappa=\sqrt{2m_hE_b},\qquad \nu=\frac{m_h}{\epsilon_s\kappa}.$$

The unmatched $1/r^2$ term makes this the leading form of the tail, used here as a model at all radii. Normalizing $F=Ar^{\nu-1}e^{-\kappa r}$ requires

$$4\pi A^2\frac{\Gamma_{\rm E}(2\nu+1)}{(2\kappa)^{2\nu+1}}=1,\qquad \int F\,d^3r=4\pi A\frac{\Gamma_{\rm E}(\nu+2)}{\kappa^{\nu+2}},$$

where $\Gamma_{\rm E}$ is the gamma function. Squaring the second expression and eliminating $A^2$,

$$\mathcal V=\frac{4\pi\,2^{2\nu+1}\,\Gamma_{\rm E}(\nu+2)^2}{\Gamma_{\rm E}(2\nu+1)\,\kappa^3}. \tag{8}$$

Two limits are useful. Without a Coulomb tail, $\nu=0$ and $\mathcal V=8\pi/\kappa^3$. For a hydrogenic state, $\nu=1$ and $\mathcal V=64\pi/\kappa^3$, which also follows directly from $F=\sqrt{\kappa^3/\pi}\,e^{-\kappa r}$. In the first limit, with gap and masses fixed and $\omega=E_g-E_b$, the model gives $C\propto n_r(E_g-E_b)E_b^{-3/2}$. A deeper level has a smaller orbital and emits a softer photon.

## 7. Electron capture by a deep acceptor

The parameters are rough typical values in the regime of yellow-emitting gallium nitride: gap 3.4 eV, acceptor level 0.9 eV above the valence band, $S=10$, $\hbar\Omega=40$ meV, $E_P=15$ eV, $m_h=1.0$, $m_e=0.2$, $\epsilon_s=9.5$ and $T=300$ K. The index follows $n_r^2=1+4.2/[1-(\omega/7.0\ \mathrm{eV})^2]$.

The zero-phonon energy is $3.4-0.9=2.5$ eV. Relaxation takes $10\times0.040=0.4$ eV, so $\bar\omega=2.1$ eV, a wavelength of 590 nm. Equation (2) gives $8.4\times10^{14}$ photon states per eV and cm³, against $5.8\times10^{13}$ in vacuum.

Emission occurs at the geometry of the neutral defect, so the envelope uses the vertical depth $E_b=3.4-2.1=1.3$ eV. This gives $\kappa=0.309$ bohr$^{-1}$, $\nu=0.34$ and $\mathcal V=2156$ bohr³. With $\bar\omega=0.0772$ hartree and $p_{cv}^2=E_P/2=0.2756$ in atomic units,

$$C=\frac12\,\frac{4(2.370)(0.0772)(0.2756)}{3(137.04)^3}\,(2156)=2.8\times10^{-5},$$

or $C=1.7\times10^{-13}$ cm³/s.

Dividing by the mean thermal speed $\sqrt{8k_BT/\pi m_e}=2.4\times10^7$ cm/s gives a cross-section of $7\times10^{-21}$ cm². At $n_e=10^{17}$ cm$^{-3}$, a neutral acceptor waits on average $1/(Cn_e)=58$ µs for radiative capture.

## 8. How far the number can be trusted

Each factor below multiplies $C$ with the other settings held fixed.

**Envelope.** The decay length $1/\kappa=0.17$ nm is shorter than a lattice constant, so (7) is strained. A one-dimensional crystal tests one part of the question, the depth of the level relative to the gap. Its potential is $-0.125\cos(2\pi x/a)$ hartree with $a=5$ bohr, in 60 periodic cells. A repulsive Gaussian of width 1.5 bohr lifts a state out of the valence band. Plane-wave diagonalization gives its momentum element with the unperturbed conduction edge. The envelope estimate uses $F=\sqrt\kappa e^{-\kappa|x|}$, for which $|\int F\,dx|^2=4/\kappa$. The ratio of direct to estimated squared elements is 0.97 at a depth of 3% of the gap, but 0.74 at 38%, the relative depth of our acceptor. The second value depends on the defect potential as well as on the depth: at the same depth a Gaussian centred on a maximum of the lattice potential gives about 0.95, and one widened to 5 bohr about 0.98. The hole mass in this crystal is only 0.19, which gives the model envelope of the deeper level a decay length of 1.5 cells. The orbital itself decays more slowly, over about two cells, because the band is not parabolic so deep in the gap. The test therefore does not cover an orbital smaller than a cell, and 0.74 is not a correction to carry over to the acceptor.

Numerical integration of the full decaying Coulomb solution in place of its leading tail gives a factor 0.80. Holding the model envelope constant inside 0.1 nm gives 1.32. A mean hole mass of 1.5, one measure of the uncertainty from anisotropic bands, gives 0.64. Screening by $n_r^2$ instead of $\epsilon_s$ gives 1.61.

**Incoming wave.** A neutral centre still scatters electrons. A slow s wave outside it has the form $1-a_s/r$, with scattering length $a_s$. Using this form throughout the overlap multiplies $C$ by $(1-a_s\kappa/(\nu+1))^2$, since $\int rF\,dr/\int r^2F\,dr=\kappa/(\nu+1)$. For $a_s=\pm0.1$ nm the factors are 0.32 and 2.06.

**Local field.** Equation (4) uses the macroscopic field. An emitter in an empty spherical cavity sees another one. Matching a uniform inner field to an outer uniform-plus-dipole field gives $E_{\rm in}=\epsilon(3E-2E_{\rm in})$, so $E_{\rm in}/E=3\epsilon/(2\epsilon+1)$. Its square is 1.90. The Lorentz field $E+4\pi P_{\rm m}/3$, with $4\pi P_{\rm m}=(\epsilon-1)E$ for polarization $P_{\rm m}$, gives $[(\epsilon+2)/3]^2=6.4$. Neither picture is derived for this extended-to-localized transition; they show the size of the question.

**Line width and carrier energy.** The line has $\sigma=0.16$ eV. Averaging over it with the index varying changes $C$ by 0.1% at constant $\mathbf p_{if}$. At constant $\mathbf r_{if}$ the change is 1.8%, mostly from $3\sigma^2/\bar\omega^2$. The envelope model itself holds neither fixed: if the vertical depth follows the photon energy, $E_b=E_g-\omega$, then $\mathcal V$ grows toward the blue side of the line, $C$ rises by about 6%, and the mean emitted energy lies about 0.05 eV above $\bar\omega$. Moving electrons emit harder photons but overlap less with the orbital. Replacing $\int F\,d^3r$ by $\int F\sin(kr)/(kr)\,d^3r$ and averaging over a Maxwell distribution gives 1.004 at 300 K and 1.006 at 450 K, with the gap held fixed. An electron of 0.5 eV gives 1.04. These three numbers assume a parabolic band and band-edge Bloch functions. In a two-band model an electron of kinetic energy $E$ has valence weight $E/(E_g+2E)$, about 1% at thermal energy and 11% at 0.5 eV. This exceeds the changes quoted, so they show only that thermal motion has a small effect, not its sign. The density used is 4% of the band's effective density of states, so degeneracy is weak.

**Competing processes.** The vibrational curves cross where $H_i-H_f=0$, that is at $q=-\bar\omega/(\hbar\Omega q_0)$. The barrier from the initial minimum is $\bar\omega^2/(4S\hbar\Omega)=2.1^2/1.6=2.76$ eV, far above $k_BT$. This disfavours classical nonradiative capture, but does not compute vibrational tunnelling. For the hole to escape through a triangular barrier in a field $\mathcal F$, the exponent is $4\sqrt{2m_h}(0.9\ \mathrm{eV})^{3/2}/(3\mathcal F)$, in atomic units. At 1 MV/cm it is 58, so direct tunnelling from this depth is negligible. The exponent falls as $1/\mathcal F$, so the conclusion need not hold near breakdown. Nor does it cover escape helped by heat. Near 0.9 eV the exponent drops by 97 for each eV by which the hole is raised, while the Boltzmann factor costs only 39 per eV at 300 K. Thermally assisted tunnelling can therefore be much faster. The triangular barrier also omits the Coulomb attraction of the negative centre that the hole leaves behind. Along the field this lowers the barrier by $2\sqrt{\mathcal F/\epsilon_s}$, or 0.25 eV at 1 MV/cm (the Poole–Frenkel effect), which reduces the direct exponent to about 52 and speeds thermal escape further. A warm device needs a separate estimate.

**Beside the real material.** The gap, electron mass and index are close to typical for gallium nitride; the hole mass, Kane energy and vibrational parameters are rougher. Electron-capture coefficients inferred for its yellow luminescence are very roughly $10^{-13}$ cm³/s. The model falls in that range, but several of the factors above are near two or larger, and if they act in the same direction they can change $C$ by a factor of ten or more. The agreement is a check of consistency, not a prediction. In a power device the electron density need not stay fixed. If depletion lowers it from $10^{17}$ to $10^{13}$ cm$^{-3}$, the radiative waiting time at unchanged $C$ rises from 58 µs to 0.58 s, and other ways of changing the defect's charge may then dominate.
